**Mean potential shift from one reversing dipole under a gate**

The program tests $\Delta V=2p/(\varepsilon_0\varepsilon_rA)$, where $p$ is the bare normal dipole, $\varepsilon_r$ the relative permittivity of the layer that holds it, and $A$ the gate area. For one electron-angstrom, $\varepsilon_r=4$ and a 20 nm square, the output is 2.262 mV. Finite-difference solutions with explicit charges are asserted to agree with the closed formulas for a dipole in either layer, a dipole across the interface, a grounded body and one trapped electron. Further assertions compare a Fourier solution of the layered stack with finite differences at two wave numbers, and its uniform-dielectric limit with real-space results. A sum over image charges is asserted to give the full shift for a centred dipole above a conducting channel and half of it for a dipole at the edge of the averaging window. The output also shows 117% for a dipole 1 nm inside the edge, where the window cuts off induced charge of the opposite sign. Above depleted silicon the mean over the square falls to 1.58 mV, while the local shift at the surface directly below the dipole is 78 mV.

## Program and output

```python
"""Reversal of one normal dipole p under a gate of area A.
Result under test: mean potential shift = 2 p / (eps0 eps_r A).
The gate is a grounded plane at the top; z = 0 is the channel plane.
Lengths are in nm, charges in e, permittivities relative to eps0.
A reduced potential times e/(eps0 A) gives the area-mean voltage.
The lateral wave number k is in 1/nm; k = 0 is the area mean.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

side = 20.0
half = side / 2
dipole = 0.1                     # e nm, equal to 1 e angstrom
separation = 0.1                 # nm, between charges +e and -e
eps_il, eps_hk, eps_si = 4.0, 20.0, 11.7
t_il, t_hk = 1.0, 2.0
height = 0.8
total = t_il + t_hk
area_m2 = (side * 1e-9)**2
mv_per_nm = const.e * 1e-9 / (const.epsilon_0 * area_m2) * 1e3


def channel_potential(charges, k=0.0, admittance=0.0):
    """Finite differences; charges is a list of (height, charge)."""
    n = 300
    dz = total / n
    mid = (np.arange(n) + 0.5) * dz
    eps = np.where(mid < t_il, eps_il, eps_hk)
    matrix = np.zeros((n, n))
    rhs = np.zeros(n)
    for i in range(n):
        matrix[i, i] += eps[i] / dz + k**2 * eps[i] * dz / 2
        if i + 1 < n:
            matrix[i, i + 1] -= eps[i] / dz
        if i > 0:
            matrix[i, i] += eps[i-1] / dz + k**2 * eps[i-1] * dz / 2
            matrix[i, i - 1] -= eps[i-1] / dz
    matrix[0, 0] += admittance
    for z, q in charges:
        node = int(round(z / dz))
        assert abs(node * dz - z) < 1e-9
        rhs[node] += q
    return np.linalg.solve(matrix, rhs)[0]


def pair(center, direction):
    """Direction +1 points to the gate, -1 to the channel."""
    return [(center + separation / 2, direction),
            (center - separation / 2, -direction)]


def reversal(center, admittance=0.0):
    return (channel_potential(pair(center, -1), 0.0, admittance)
            - channel_potential(pair(center, 1), 0.0, admittance))


# Area means from explicit charges against the closed formulas.
ideal = 2 * dipole / eps_il
mean_fd = reversal(height)
assert np.isclose(mean_fd, ideal, rtol=1e-8)
high_k_fd = reversal(2.0)
assert np.isclose(high_k_fd, 2 * dipole / eps_hk, rtol=1e-8)
straddle_fd = reversal(t_il)
straddle = separation / eps_il + separation / eps_hk
assert np.isclose(straddle_fd, straddle, rtol=1e-8)
depletion_width = 15.0
c_dep = eps_si / depletion_width
inverse_cox = t_il / eps_il + t_hk / eps_hk
body_fd = reversal(height, c_dep)
assert np.isclose(body_fd, ideal / (1 + c_dep * inverse_cox), rtol=1e-8)
trap_fd = abs(channel_potential([(height, -1.0)]))
trap = (t_il - height) / eps_il + t_hk / eps_hk
assert np.isclose(trap_fd, trap, rtol=1e-8)


def upper_solution(k, z, e1, e2):
    """Interlayer solution that vanishes at the gate, and its slope."""
    s, c = np.sinh(k * t_hk), np.cosh(k * t_hk)
    x = k * (t_il - z)
    value = s * np.cosh(x) + e2 / e1 * c * np.sinh(x)
    slope = -k * (s * np.sinh(x) + e2 / e1 * c * np.cosh(x))
    return value, slope


def potential_kernel(k, e1, e2, e_sub):
    """Channel potential divided by dipole/e1, insulating substrate."""
    value0, slope0 = upper_solution(k, 0.0, e1, e2)
    slope_h = upper_solution(k, height, e1, e2)[1]
    return -slope_h / (value0 * k * e_sub / e1 - slope0)


def charge_kernel(k, e1, e2):
    """Induced charge / capacitance, divided by dipole/e1."""
    value0 = upper_solution(k, 0.0, e1, e2)[0]
    slope_h = upper_solution(k, height, e1, e2)[1]
    return -slope_h / value0 * (t_il + t_hk * e1 / e2)


for k_test in (0.1, 0.5):
    fd = channel_potential(pair(height, -1), k_test, eps_si * k_test)
    formula = potential_kernel(k_test, eps_il, eps_hk, eps_si)
    assert np.isclose(fd, formula * dipole / eps_il, rtol=1e-3)
    # A very large bottom admittance represents a conducting channel.
    big = 1e8
    fd_charge = big * channel_potential(pair(height, -1), k_test, big)
    formula = charge_kernel(k_test, eps_il, eps_hk)
    assert np.isclose(fd_charge * inverse_cox,
                      formula * dipole / eps_il, rtol=1e-3)

# Fourier integration over the square averaging window.
panels = np.linspace(0.0, 50.0, 301)
x8, w8 = np.polynomial.legendre.leggauss(8)
width = panels[1] - panels[0]
k_nodes = (panels[:-1, None] + width * (x8 + 1) / 2).ravel()
k_weights = np.tile(w8 * width / 2, 300)
xt, wt = np.polynomial.legendre.leggauss(400)
theta = (xt + 1) * np.pi / 8
wt = wt * np.pi / 8
window = (np.sinc(np.outer(k_nodes, np.cos(theta)) * half / np.pi)
          * np.sinc(np.outer(k_nodes, np.sin(theta)) * half / np.pi))
angular = 8 * window @ wt


def square_fraction(kernel):
    integral = np.sum(k_weights * k_nodes * kernel * angular)
    return side**2 * integral / (4 * np.pi**2)


def peak_density(kernel):
    return np.sum(k_weights * k_nodes * kernel) / (2 * np.pi)


# Uniform dielectric: direct dipole plus its parallel gate image.
image_height = 2 * total - height


def real_space(r2):
    return sum(h / (r2 + h*h)**1.5
               for h in (height, image_height)) / (4 * np.pi)


def plane_integral(h):
    return quad(lambda r: r * h / (2 * (r*r + h*h)**1.5),
                0, np.inf)[0]


direct_part = plane_integral(height)
image_part = plane_integral(image_height)
assert np.isclose(direct_part, 0.5, atol=1e-7)
assert np.isclose(direct_part + image_part, 1.0, atol=1e-7)


def solid_angle(h, offset=0.0):
    """Solid angle of the square, seen from height h."""
    result = 0.0
    for x in (half - offset, half + offset):
        result += 2 * np.arctan(x * half
                               / (h * np.sqrt(x*x + half**2 + h*h)))
    return result


xg, wg = np.polynomial.legendre.leggauss(200)
xg, wg = (xg + 1) * half / 2, wg * half / 2
r2_grid = xg[:, None]**2 + xg[None, :]**2
by_quadrature = 4 * wg @ real_space(r2_grid) @ wg
by_angle = (solid_angle(height) + solid_angle(image_height)) / (4*np.pi)
uniform = potential_kernel(k_nodes, eps_il, eps_il, eps_il)
assert np.isclose(by_quadrature, by_angle, rtol=1e-7)
assert np.isclose(square_fraction(uniform), by_angle, rtol=1e-5)
assert np.isclose(peak_density(uniform), real_space(0.0), rtol=1e-6)


def image_charge_fraction(offset):
    """Charge induced on a conducting channel, by repeated images."""
    charge = 0.0
    for z, q in pair(height, -1):
        for n in range(-2000, 2001):
            h = z + 2 * n * total
            charge -= (q * np.sign(h) * solid_angle(abs(h), offset)
                       / (2 * np.pi))
    return abs(charge) * total / dipole


center_images = image_charge_fraction(0.0)
near_edge = image_charge_fraction(half - 1.0)
at_edge = image_charge_fraction(half)
uniform_charge = square_fraction(charge_kernel(k_nodes, eps_il, eps_il))
assert np.isclose(center_images, 1.0, atol=1e-3)
assert np.isclose(center_images, uniform_charge, atol=1e-3)
assert np.isclose(at_edge, 0.5, atol=1e-3)

# Layered example: conducting channel and insulating substrates.
metal_fraction = square_fraction(charge_kernel(k_nodes, eps_il, eps_hk))
silicon = potential_kernel(k_nodes, eps_il, eps_hk, eps_si)
low_eps = potential_kernel(k_nodes, eps_il, eps_hk, eps_il)
silicon_fraction = square_fraction(silicon)
low_eps_fraction = square_fraction(low_eps)
assert silicon_fraction < low_eps_fraction < metal_fraction
assert abs(metal_fraction - 1) < 0.01

shift = mean_fd * mv_per_nm
peak_scale = shift * side**2
peak0 = peak_scale * peak_density(silicon)
peak1 = peak_scale * peak_density(silicon * np.exp(-k_nodes))
assert peak0 > peak1 > shift
si_shift = 2 * dipole * const.e * 1e-9 / (
    const.epsilon_0 * eps_il * area_m2) * 1e3
assert np.isclose(shift, si_shift, rtol=1e-8)
assert 2.25 < shift < 2.35

field_mv_cm = 5.0
energy_ev = 2 * dipole * 1e-9 * field_mv_cm * 1e8


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Gate side", side, "nm")
show("Gate area", side**2, "nm^2")
show("Dipole", dipole * 10, "e angstrom")
show("Dipole in SI", dipole * const.e * 1e-9, "C m")
show("Elementary charge", const.e, "C", 7)
show("Vacuum permittivity", const.epsilon_0, "F/m", 7)
show("Interlayer relative permittivity", eps_il, "(1)")
show("Upper-layer relative permittivity", eps_hk, "(1)")
show("Substrate relative permittivity", eps_si, "(1)")
show("Interlayer thickness", t_il, "nm")
show("Upper-layer thickness", t_hk, "nm")
show("Dipole height above channel", height, "nm")
show("Mean step, one orientation", shift / 2, "mV")
show("Mean shift on reversal", shift, "mV")
show("Shift if p is already screened", shift * eps_il, "mV")
show("Direct part of plane integral", direct_part, "of p/eps")
show("Gate-image part of plane integral", image_part, "of p/eps")
show("Reversal inside upper layer", high_k_fd * mv_per_nm, "mV")
show("Reversal across layer interface", straddle_fd * mv_per_nm, "mV")
show("Square fraction, conducting channel", 100*metal_fraction, "%")
show("Square fraction, substrate eps 4", 100*low_eps_fraction, "%")
show("Square fraction, depleted silicon", 100*silicon_fraction, "%")
show("Square mean, depleted silicon", shift*silicon_fraction, "mV")
show("Uniform stack, 1 nm from edge", 100 * near_edge, "%")
show("Uniform stack, at edge", 100 * at_edge, "%")
show("Local shift at silicon surface", peak0, "mV")
show("Local shift 1 nm into silicon", peak1, "mV")
show("Depletion width", depletion_width, "nm")
show("Surface shift with grounded body", body_fd * mv_per_nm, "mV")
show("Shift from one trapped electron", trap_fd * mv_per_nm, "mV")
show("Interlayer field", field_mv_cm, "MV/cm")
show("Orientation energy difference", energy_ev, "eV")
for temperature in (300.0, 360.0):
    thermal_ev = const.k * temperature / const.e
    ratio = np.exp(-energy_ev / thermal_ev)
    current = 100 * np.expm1(shift * 1e-3 / thermal_ev)
    show(f"Thermal energy at {temperature:.0f} K", thermal_ev, "eV")
    show(f"Unfavoured/favoured at {temperature:.0f} K", ratio, "(1)")
    show(f"Ideal current change at {temperature:.0f} K", current, "%")
print("tests ok")
```

Running it gives:

```
Gate side: 20 nm
Gate area: 400 nm^2
Dipole: 1 e angstrom
Dipole in SI: 1.602e-29 C m
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Interlayer relative permittivity: 4 (1)
Upper-layer relative permittivity: 20 (1)
Substrate relative permittivity: 11.7 (1)
Interlayer thickness: 1 nm
Upper-layer thickness: 2 nm
Dipole height above channel: 0.8 nm
Mean step, one orientation: 1.131 mV
Mean shift on reversal: 2.262 mV
Shift if p is already screened: 9.048 mV
Direct part of plane integral: 0.5 of p/eps
Gate-image part of plane integral: 0.5 of p/eps
Reversal inside upper layer: 0.4524 mV
Reversal across layer interface: 1.357 mV
Square fraction, conducting channel: 100 %
Square fraction, substrate eps 4: 87.46 %
Square fraction, depleted silicon: 69.8 %
Square mean, depleted silicon: 1.579 mV
Uniform stack, 1 nm from edge: 117.1 %
Uniform stack, at edge: 50 %
Local shift at silicon surface: 78.21 mV
Local shift 1 nm into silicon: 18.82 mV
Depletion width: 15 nm
Surface shift with grounded body: 1.777 mV
Shift from one trapped electron: 6.786 mV
Interlayer field: 5 MV/cm
Orientation energy difference: 0.1 eV
Thermal energy at 300 K: 0.02585 eV
Unfavoured/favoured at 300 K: 0.0209 (1)
Ideal current change at 300 K: 9.144 %
Thermal energy at 360 K: 0.03102 eV
Unfavoured/favoured at 360 K: 0.03982 (1)
Ideal current change at 360 K: 7.564 %
tests ok
```
